**Exchange singularity: auxiliary-function subtraction tested on a silicon model**

The program tests the formula $X=X_{\rm plain}+w\,v_N\pm(4\pi/\Omega)\,{\rm tr}\,g/(3N_k)$ for exchange levels of a periodic insulator. Here $\Omega$ is the cell volume, $N_k=N^3$ the number of mesh points (`n` in the program is $N$), $w$ the strength of the $1/q^2$ singularity, $v_N$ the auxiliary-function correction, and $g$ the second-order loss of overlap between occupied states. It asserts that $v_N$ agrees with a real-space Madelung sum and that a lattice of 1s orbitals returns the self-exchange found by radial quadrature. It also asserts the error orders 5 and 3 for two functions of zero integral, the average of the cosine function, the small-$q$ limits against overlaps of diagonalised states, and the equality of symmetry-reduced and full sums. For the silicon model it asserts that each correction reduces the valence error at $N=8$, measured against the full result at $N=16$. The output shows these errors falling from 1.46 to 0.060 and 0.012 eV. The full levels do not yet follow the asymptotic $N^{-5}$ law, and the exchange energy per cell still moves by about 0.1 eV between $N=4$ and $N=5$. The last lines size the neglected screening, the sensitivity to the potential, the plane-wave truncation and thermal excitation.

## Numerical verification

```python
"""Exchange singularity in a periodic insulator, Hartree atomic units.

Result under test: the Brillouin-zone mean of
    S(q) = sum_m sum_G |M_m(q+G)|^2 / |q+G|^2     (m runs over occupied bands)
is obtained from a mesh by subtracting w*F(q), where
    F(q) = sum_G exp(-alpha |q+G|^2) / |q+G|^2,
    mean F = Omega/(4 pi^2) * sqrt(pi/alpha),
and by restoring the angular mean of the finite q -> 0 remainder.
The exchange level is X = -(4 pi/Omega) * mean S.  Omega: cell volume;
w = 1 for an occupied state, 0 for an empty one, 4 for the energy per cell;
n: mesh divisions per axis, n^3 points.  "plain" omits the q+G=0 term,
"subtracted" adds w*v_n, "full" also adds the k.p (metric) term.
Example: local pseudopotential model with rough silicon parameters.
Wave vectors called kappa are in units of 2 pi/a, others in 1/bohr.
"""
from functools import lru_cache
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import erfc

BOHR = const.physical_constants["Bohr radius"][0]
HARTREE = const.physical_constants["Hartree energy in eV"][0]
KT_300 = const.k * 300.0 / const.e                      # eV
A_NM = 0.543                                            # rough, silicon
A = A_NM * 1e-9 / BOHR
OMEGA = A**3 / 4
PREF = 4 * np.pi / OMEGA
UNIT = 2 * np.pi / A
DIRECT = 0.5 * A * np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]], float)
B_INT = np.array([[-1, 1, 1], [1, -1, 1], [1, 1, -1]], float)
RECIP = UNIT * B_INT
ALPHA = 1 / UNIT**2
FORM_RY = {3: -0.21, 8: 0.04, 11: 0.08}                 # rough, silicon
CUTOFF = 20.471                                         # |kappa+G|^2 limit


def cube(low, high):
    r = np.arange(low, high + 1)
    return np.stack(np.meshgrid(r, r, r, indexing="ij"), -1).reshape(-1, 3)


def lattice_points(basis, radius):
    """All nonzero lattice vectors shorter than radius."""
    limits = np.ceil(radius * np.linalg.norm(np.linalg.inv(basis), axis=0))
    axes = [np.arange(-m, m + 1) for m in limits]
    grid = np.stack(np.meshgrid(*axes, indexing="ij"), -1).reshape(-1, 3)
    points = grid @ basis
    length2 = (points**2).sum(1)
    return points[(length2 > 1e-12) & (length2 < radius**2)]


# ---------- auxiliary function and its real-space meaning ----------
@lru_cache(None)
def singular_correction(n, alpha=ALPHA):
    """v_n: mesh value of (4 pi/Omega) F minus its exact mean."""
    k2 = (lattice_points(RECIP / n, 6 / np.sqrt(alpha))**2).sum(1)
    mesh = (np.sum(np.exp(-alpha * k2) / k2) - alpha) / n**3
    return PREF * (mesh - OMEGA / (4 * np.pi**2) * np.sqrt(np.pi / alpha))


def madelung_real_space(n):
    """Potential at a unit charge due to its supercell images and background."""
    eta = 1 / (A * n)
    r = np.linalg.norm(lattice_points(DIRECT * n, 6 * A * n), axis=1)
    return (np.sum(erfc(eta * r) / r) - np.pi / (eta**2 * OMEGA * n**3)
            - 2 * eta / np.sqrt(np.pi))


for n in (2, 4, 8):
    assert abs(singular_correction(n) - madelung_real_space(n)) < 1e-8
assert abs(singular_correction(4, 1.5 * ALPHA) - singular_correction(4)) < 1e-8
wide = 16 * ALPHA                                       # Gaussian too narrow in q
r_images = np.linalg.norm(lattice_points(DIRECT * 2, 20 * A), axis=1)
image_term = np.sum(erfc(r_images / (2 * np.sqrt(wide))) / r_images)
wide_shift = singular_correction(2, wide) - madelung_real_space(2)
assert abs(wide_shift + image_term) < 1e-8

# ---------- lattice of non-overlapping 1s orbitals, exponent 1/bohr ----------
self_exchange = -quad(lambda r: 4 * r * np.exp(-2 * r)
                      * (1 - (1 + r) * np.exp(-2 * r)), 0, 40)[0]
slater = {}
for n in (2, 3):
    k2 = (lattice_points(RECIP / n, 20.0)**2).sum(1)
    plain = -PREF / n**3 * np.sum((1 + k2 / 4)**-4 / k2)
    subtracted = plain + singular_correction(n)
    slater[n] = (plain, subtracted, subtracted + PREF / n**3)
    assert abs(slater[n][2] - self_exchange) < 1e-6
    assert abs(slater[n][1] - self_exchange) > 1e-3


# ---------- error orders on functions whose exact integral is zero ----------
def mesh_error(n, basis, harmonic):
    k = lattice_points(basis / n, 6.5)
    k2 = (k**2).sum(1)
    return np.sum(harmonic(k, k2) * np.exp(-k2) / k2) / n**3


def quartic(k, k2):
    return (k**4).sum(1) - 0.6 * k2**2


def quadratic(k, k2):
    return 1.5 * k[:, 2]**2 - 0.5 * k2


stretched = B_INT * np.array([1, 1, 1.3])
order_cubic = np.log2(mesh_error(4, B_INT, quartic)
                      / mesh_error(8, B_INT, quartic))
order_tetragonal = np.log2(mesh_error(4, stretched, quadratic)
                           / mesh_error(8, stretched, quadratic))
assert abs(order_cubic - 5) < 0.01 and abs(order_tetragonal - 3) < 0.01
assert abs(mesh_error(4, B_INT, quadratic)) < 1e-10

# ---------- cosine auxiliary function of the fcc lattice ----------
x, wx = np.polynomial.legendre.leggauss(60)
u, t = np.meshgrid(np.pi * (x + 1) / 2, (x + 1) / 2, indexing="ij")
cy, cz = np.cos(u * (1 - t)), np.cos(u * t)
root = np.sqrt((3 - cy * cz - cy - cz) * (3 - cy * cz + cy + cz))
cosine_mean = 2 / np.pi**2 * np.sum(np.outer(wx * np.pi / 2, wx / 2) * u / root)


def cosine_from_mesh(n):
    c = np.cos(np.pi * (cube(0, n - 1)[1:] / n) @ B_INT)
    den = 3 - c[:, 0] * c[:, 1] - c[:, 1] * c[:, 2] - c[:, 2] * c[:, 0]
    return np.sum(1 / den) / n**3 - singular_correction(n) / PREF * 4 / A**2


cosine_8, cosine_16 = cosine_from_mesh(8), cosine_from_mesh(16)
cosine_extrapolated = (8 * cosine_16 - cosine_8) / 7
assert abs(cosine_extrapolated / cosine_mean - 1) < 1e-4
cosine_order = np.log2(abs((cosine_8 - cosine_mean) / (cosine_16 - cosine_mean)))
assert abs(cosine_order - 3) < 0.2

# ---------- band model ----------
G_INT = cube(-4, 4)
G_KAPPA = G_INT @ B_INT
IMAGES = cube(-2, 2) @ B_INT


def solve(kappa, cutoff=CUTOFF, scale=1.0):
    """Energies and plane-wave coefficients (rows follow G_INT)."""
    kinetic = ((kappa + G_KAPPA)**2).sum(1)
    keep = np.flatnonzero(kinetic < cutoff)
    g = G_KAPPA[keep]
    diff = g[:, None] - g[None]
    shell = np.rint((diff**2).sum(-1)).astype(int)
    h = np.zeros(shell.shape)
    for s, value in FORM_RY.items():
        h[shell == s] = 0.5 * scale * value
    h *= np.cos(np.pi / 4 * diff.sum(-1))
    h[np.diag_indices(len(keep))] = 0.5 * UNIT**2 * kinetic[keep]
    energy, vectors = np.linalg.eigh(h)
    coefficients = np.zeros((len(G_INT), len(keep)))
    coefficients[keep] = vectors
    return energy, coefficients


def coupling(kappa, energy, c, power):
    """|<c|p_i|v>|^2/(E_c-E_v)^power, indices (i, valence, conduction)."""
    p = UNIT * (kappa + G_KAPPA)
    element = np.stack([(c[:, :4] * p[:, i:i + 1]).T @ c[:, 4:] for i in range(3)])
    return element**2 / (energy[None, 4:] - energy[:4, None])**power


def to_grid(c, size):
    box = np.zeros((c.shape[1], size, size, size), complex)
    i, j, k = (G_INT % size).T
    used = np.any(c != 0, axis=1)
    box[:, i[used], j[used], k[used]] = c[used].T
    return np.fft.ifftn(box, axes=(1, 2, 3)) * size**3


@lru_cache(None)
def grid_vectors(size):
    f = np.rint(np.fft.fftfreq(size, 1 / size))
    return np.stack(np.meshgrid(f, f, f, indexing="ij"), -1).reshape(-1, 3) @ B_INT


def pair_sum(left, kappa_left, right, kappa_right):
    """Sum over right states and G of |M|^2/K^2 without K=0, per left state."""
    size = left.shape[-1]
    m = np.fft.fftn(left.conj()[:, None] * right[None], axes=(2, 3, 4)) / size**3
    weight = (m.real**2 + m.imag**2).sum(1).reshape(len(left), -1)
    k2 = UNIT**2 * ((kappa_right - kappa_left + grid_vectors(size))**2).sum(1)
    inverse = np.zeros_like(k2)
    inverse[k2 > 1e-12] = 1 / k2[k2 > 1e-12]
    return weight @ inverse


@lru_cache(None)
def brillouin_mesh(n):
    """Folded mesh points and (index, weight) of the cubic-symmetry classes."""
    points, classes = [], {}
    for index, fraction in enumerate(cube(0, n - 1) / n):
        images = fraction @ B_INT - IMAGES
        length2 = (images**2).sum(1)
        nearest = images[length2 < length2.min() + 1e-9]
        points.append(nearest[0])
        label = max(map(tuple, np.round(np.sort(abs(nearest), axis=1), 6)))
        classes.setdefault(label, []).append(index)
    return np.array(points), [(v[0], len(v)) for v in classes.values()]


GAMMA = np.zeros(3)


def gamma_levels(n, cutoff=CUTOFF, size=15, scale=1.0, reduced=True):
    """Exchange of valence top (plain, subtracted, full), conduction (plain, full)."""
    points, classes = brillouin_mesh(n)
    if not reduced:
        classes = [(i, 1) for i in range(n**3)]
    energy, c = solve(GAMMA, cutoff, scale)
    left = to_grid(c[:, 1:7], size)
    total = np.zeros(6)
    for i, weight in classes:
        right = to_grid(solve(points[i], cutoff, scale)[1][:, :4], size)
        total += weight * pair_sum(left, GAMMA, right, points[i])
    level = -PREF * total / n**3
    strength = coupling(GAMMA, energy, c, 2).sum(0)
    metric_v, metric_c = strength[1:4].sum() / 3, strength[:, :3].sum() / 3
    v, e = level[:3].mean(), level[3:].mean()
    v_sub = v + singular_correction(n)
    return np.array([v, v_sub, v_sub + PREF * metric_v / (3 * n**3),
                     e, e - PREF * metric_c / (3 * n**3)])


def exchange_energy(n, reduced=True):
    """Valence exchange energy per cell: plain, subtracted, full."""
    points, classes = brillouin_mesh(n)
    if not reduced:
        classes = [(i, 1) for i in range(n**3)]
    states = [solve(k) for k in points]
    grids = [to_grid(c[:, :4], 15) for _, c in states]
    total = metric = 0.0
    for i, weight in classes:
        metric += weight * coupling(points[i], *states[i], 2).sum() / n**3
        for j in range(n**3):
            total += weight * pair_sum(grids[i], points[i], grids[j], points[j]).sum()
    plain = -PREF * total / n**6
    subtracted = plain + 4 * singular_correction(n)
    return np.array([plain, subtracted, subtracted + PREF * metric / (3 * n**3)])


energy_gamma, c_gamma = solve(GAMMA)
assert np.ptp(energy_gamma[1:4]) < 1e-8 and np.ptp(energy_gamma[4:7]) < 1e-8
assert np.allclose(gamma_levels(3), gamma_levels(3, reduced=False), atol=1e-8)
assert np.allclose(exchange_energy(2), exchange_energy(2, False), atol=1e-8)

# finite q -> 0 limits from overlaps, at a point of lower symmetry
k0 = np.array([0.5, 0, 0])
e0, c0 = solve(k0)
metric_k0 = coupling(k0, e0, c0, 2).sum((1, 2))
polar_k0 = coupling(k0, e0, c0, 3).sum((1, 2))
for axis in (0, 1):
    loss = response = 0.0
    for sign in (1, -1):
        step = np.zeros(3)
        step[axis] = 0.005 * sign
        e1, c1 = solve(k0 + step)
        q2 = (UNIT * 0.005)**2
        loss += (4 - np.sum((c0[:, :4].T @ c1[:, :4])**2)) / q2 / 2
        mixed = (c0[:, :4].T @ c1[:, 4:])**2
        response += np.sum(mixed / (e1[None, 4:] - e0[:4, None])) / q2 / 2
    assert abs(loss / metric_k0[axis] - 1) < 5e-3
    assert abs(response / polar_k0[axis] - 1) < 5e-3
assert abs(metric_k0[0] / metric_k0[1] - 1) > 0.02      # limit depends on direction

# ---------- convergence of the example ----------
MESHES = (2, 4, 6, 8, 12, 16)
levels = {n: gamma_levels(n) for n in MESHES}
best = levels[16]
error_v = abs(levels[8][:3] - best[2])
error_c = abs(levels[8][3:] - best[4])
assert error_v[1] < 0.2 * error_v[0] and error_v[2] < 0.5 * error_v[1]
assert error_c[1] < 0.5 * error_c[0]
energies = {n: exchange_energy(n) for n in (2, 3, 4, 5)}
change = abs(energies[5] - energies[4])
assert change[2] < change[1] < 0.2 * change[0]

# ---------- size of what the example neglects ----------
points12, classes12 = brillouin_mesh(12)
epsilon = 1 + PREF * 4 / 3 * sum(
    w * coupling(points12[i], *solve(points12[i]), 3).sum()
    for i, w in classes12) / 12**3
gap = min(solve(np.array([s, 0, 0]))[0][4] for s in np.linspace(0, 1, 41))
gap = (gap - energy_gamma[3]) * HARTREE
assert gap > 0 and epsilon > 1


def splitting(row):
    return (row[4] - row[2]) * HARTREE


potential_shift = splitting(gamma_levels(8, scale=1.05)) - splitting(levels[8])
cutoff_shift = splitting(gamma_levels(8, 33.071, 18)) - splitting(levels[8])

# ---------- report ----------
strength = coupling(GAMMA, energy_gamma, c_gamma, 2).sum(0)
print(f"lattice constant {A_NM:.3f} nm = {A:.4f} bohr; cell {OMEGA:.2f} bohr^3")
print("form factors (Ry) at |G|^2 = 3, 8, 11:", *FORM_RY.values())
print(f"plane-wave limit {CUTOFF * UNIT**2 / 2 * HARTREE:.1f} eV")
print(f"alpha {ALPHA:.4f} bohr^2; 4pi/Omega * mean F "
      f"{1 / np.sqrt(np.pi * ALPHA):.6f} hartree")
print(f"v_n * n * a = {singular_correction(4) * 4 * A:.5f} (dimensionless)")
print(f"alpha 16 times larger, n=2: v_n wrong by {wide_shift * HARTREE:.3f} eV")
print(f"1s lattice: real-space self-exchange {self_exchange:.6f} hartree")
for n, row in slater.items():
    print(f"1s lattice n={n} plain, subtracted, full (hartree):",
          *(f"{value:.6f}" for value in row))
print(f"error order in 1/n: cubic l=4 {order_cubic:.3f}, "
      f"tetragonal l=2 {order_tetragonal:.3f}")
print(f"mean of 1/(3-sum cos cos): double integral {cosine_mean:.6f}, "
      f"meshes extrapolated {cosine_extrapolated:.6f}")
print(f"cosine function, residual error order in 1/n: {cosine_order:.3f}")
print(f"metric at (0.5,0,0)2pi/a, 4 bands: xx {metric_k0[0]:.3f}, "
      f"yy {metric_k0[1]:.3f} bohr^2")
print(f"metric trace per state at Gamma: valence top {strength[1:4].sum() / 3:.3f}, "
      f"conduction {strength[:, :3].sum() / 3:.3f} bohr^2")
print(f"model gaps: direct at Gamma "
      f"{(energy_gamma[4] - energy_gamma[3]) * HARTREE:.3f} eV, "
      f"indirect {gap:.3f} eV")
print("Gamma exchange (eV): valence plain, subtracted, full; conduction plain, full")
for n, row in levels.items():
    print(f"  n={n:2d}:", *(f"{value * HARTREE:10.4f}" for value in row))
print("n=8 valence errors against n=16 full (eV):",
      *(f"{value * HARTREE:.5f}" for value in error_v))
print("n=8 conduction errors against n=16 full (eV):",
      *(f"{value * HARTREE:.5f}" for value in error_c))
print("valence exchange energy per cell (eV): plain, subtracted, full")
for n, row in energies.items():
    print(f"  n={n}:", *(f"{value * HARTREE:10.4f}" for value in row))
print(f"exchange part of direct gap, n=16 full: {splitting(best):.4f} eV")
for n in (4, 8):
    plain_gap = (levels[n][3] - levels[n][0]) * HARTREE
    sub_gap = (levels[n][3] - levels[n][1]) * HARTREE
    print(f"quarter-exchange gap error n={n}: plain "
          f"{(plain_gap - splitting(best)) / 4:.4f}, subtracted "
          f"{(sub_gap - splitting(best)) / 4:.4f}, full "
          f"{(splitting(levels[n]) - splitting(best)) / 4:.4f} eV")
print(f"neglected screening: model dielectric constant {epsilon:.2f}, "
      f"inverse {1 / epsilon:.3f}")
print(f"form factors +5 %: exchange part of gap shifts {potential_shift:.4f} eV")
print(f"higher plane-wave limit: exchange part of gap shifts {cutoff_shift:.4f} eV")
print(f"thermal factor exp(-gap/2kT) at 300 K: {np.exp(-gap / (2 * KT_300)):.2e}")
print("checks complete")
```

Printed output:

```
lattice constant 0.543 nm = 10.2612 bohr; cell 270.11 bohr^3
form factors (Ry) at |G|^2 = 3, 8, 11: -0.21 0.04 0.08
plane-wave limit 104.4 eV
alpha 2.6671 bohr^2; 4pi/Omega * mean F 0.345467 hartree
v_n * n * a = -4.58486 (dimensionless)
alpha 16 times larger, n=2: v_n wrong by -3.024 eV
1s lattice: real-space self-exchange -0.625000 hartree
1s lattice n=2 plain, subtracted, full (hartree): -0.407408 -0.630815 -0.625000
1s lattice n=3 plain, subtracted, full (hartree): -0.477785 -0.626723 -0.625000
error order in 1/n: cubic l=4 5.000, tetragonal l=2 3.000
mean of 1/(3-sum cos cos): double integral 0.448220, meshes extrapolated 0.448220
cosine function, residual error order in 1/n: 2.966
metric at (0.5,0,0)2pi/a, 4 bands: xx 2.699, yy 26.382 bohr^2
metric trace per state at Gamma: valence top 58.212, conduction 35.911 bohr^2
model gaps: direct at Gamma 3.423 eV, indirect 0.830 eV
Gamma exchange (eV): valence plain, subtracted, full; conduction plain, full
  n= 2:    -8.6206   -14.6998   -11.6292    -4.6892    -6.5835
  n= 4:   -10.2839   -13.3235   -12.9396    -5.3432    -5.5800
  n= 6:   -10.9930   -13.0194   -12.9056    -5.4785    -5.5486
  n= 8:   -11.4119   -12.9317   -12.8837    -5.5219    -5.5515
  n=12:   -11.8746   -12.8878   -12.8735    -5.5457    -5.5545
  n=16:   -12.1176   -12.8775   -12.8715    -5.5518    -5.5555
n=8 valence errors against n=16 full (eV): 1.45965 0.06016 0.01218
n=8 conduction errors against n=16 full (eV): 0.03369 0.00409
valence exchange energy per cell (eV): plain, subtracted, full
  n=2:   -36.4579   -60.7748   -55.9646
  n=3:   -42.7661   -58.9774   -58.0553
  n=4:   -46.1815   -58.3399   -58.0450
  n=5:   -48.3505   -58.0773   -57.9501
exchange part of direct gap, n=16 full: 7.3160 eV
quarter-exchange gap error n=4: plain -0.5938, subtracted 0.1661, full 0.0109 eV
quarter-exchange gap error n=8: plain -0.3565, subtracted 0.0235, full 0.0041 eV
neglected screening: model dielectric constant 11.50, inverse 0.087
form factors +5 %: exchange part of gap shifts 0.3064 eV
higher plane-wave limit: exchange part of gap shifts 0.0491 eV
thermal factor exp(-gap/2kT) at 300 K: 1.06e-07
checks complete
```
